# Weiss oscillations from guiding-centre drift in a weak periodic potential: test program

```python
"""Weiss oscillations of a 2D electron gas in V(x) = V0 cos(q x), q = 2 pi/a.
Result under test (B along z, isotropic scattering time tau, l = vF tau):
  Delta = (rho_xx - rho_0)/rho_0 = (eta q l/2)^2 S/(1 - S),  eta = V0/EF,
  S = sum_p J_p(q Rc)^2/(1 + (p s)^2),  s = omega_c tau,  Rc = vF/omega_c,
with S -> J_0(q Rc)^2 for s >> 1 and minima near 2 Rc = (n - 1/4) a.
The reference is the Boltzmann equation on the energy shell, solved with the
full potential in a Fourier basis of position x and velocity angle phi.
Scaled units inside the functions: m = vF = q = 1, so omega_c = 1/(q Rc).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import jv, jn_zeros


def boltzmann_resistivity(qR, ql, eta, kmax=3, pmax=45):
    """Resistivity tensor divided by rho_0, from velocity correlations."""
    omega, tau = 1.0 / qR, ql
    k = np.arange(-kmax, kmax + 1)
    p = np.arange(-pmax, pmax + 1)
    grid = 2 * np.pi * np.arange(64) / 64
    coef = np.fft.fft(np.sqrt(1 - eta * np.cos(grid))) / 64
    dk = k[:, None] - k[None, :]
    speed = coef[dk % 64]
    speed_slope = 1j * dk * speed
    up, down = np.eye(len(p), k=-1), np.eye(len(p), k=1)
    cos_phi, sin_phi = (up + down) / 2, (up - down) / 2j
    d_phi = np.diag(1j * p)
    flow = (np.kron(speed @ np.diag(1j * k), cos_phi)
            + omega * np.kron(np.eye(len(k)), d_phi)
            - np.kron(speed_slope, sin_phi @ d_phi))
    collisions = np.kron(np.eye(len(k)), np.diag((p != 0) / tau))
    matrix = collisions - flow
    centre = kmax * len(p) + pmax
    matrix[centre, centre] += 1.0      # fixes the free additive constant
    unit = (p == 0).astype(complex)
    vel = np.array([np.kron(coef[k % 64], cos_phi @ unit),
                    np.kron(coef[k % 64], sin_phi @ unit)])
    chi = np.linalg.solve(matrix, vel.T).T
    diff = np.array([[np.vdot(vel[j], chi[i]).real for j in range(2)]
                     for i in range(2)])
    return np.linalg.inv(diff) * tau / 2


def boltzmann_delta(qR, ql, eta, **size):
    return boltzmann_resistivity(qR, ql, eta, **size)[0, 0] - 1


def formula_delta(qR, ql, eta):
    p = np.arange(-80, 81)
    S = np.sum(jv(p, qR)**2 / (1 + (p * ql / qR)**2))
    return (eta * ql / 2)**2 * S / (1 - S)


def orbit_drift(qR, eta, X=1.0, cycles=40):
    """Drift of Y over (eta/2) qR sin X, and change of X, from Newton."""
    omega = 1.0 / qR

    def rhs(t, u):
        x, y, vx, vy = u
        return [vx, vy, eta / 2 * np.sin(x) - omega * vy, omega * vx]
    start = [X, 0.0, np.sqrt(1 - eta * np.cos(X)), 0.0]
    T = cycles * 2 * np.pi / omega
    end = solve_ivp(rhs, (0, T), start, method="DOP853",
                    rtol=1e-10, atol=1e-11).y[:, -1]
    Y_shift = end[1] + end[2] / omega - start[2] / omega
    X_shift = end[0] - end[3] / omega - X
    return Y_shift / T / (eta / 2 * qR * np.sin(X)), X_shift


# Model parameters (SI)
e, hbar = const.e, const.hbar
mass = 0.07 * const.m_e
density, period, mfp, V0 = 3e15, 300e-9, 6e-6, 0.2e-3 * e
q = 2 * np.pi / period
kF = np.sqrt(2 * np.pi * density)
vF = hbar * kF / mass
EF = mass * vF**2 / 2
tau = mfp / vF
eta, ql = V0 / EF, q * mfp
rho0 = mass / (density * e**2 * tau)
print(f"mass {mass/const.m_e:.2f} m_e, density {density:.1e} m^-2")
print(f"period a {period*1e9:.0f} nm, mean free path {mfp*1e9:.0f} nm")
print(f"V0 {V0/e*1e3:.2f} meV, EF {EF/e*1e3:.3f} meV, eta {eta:.5f}")
print(f"kF {kF*1e-9:.4f} nm^-1, vF {vF:.4e} m/s, tau {tau*1e12:.2f} ps")
print(f"rho_0 {rho0:.3f} ohm, q l {ql:.2f}")
print(f"prefactor (eta q l/2)^2 {(eta*ql/2)**2:.4f}")

# Guiding-centre drift against Newtonian orbits
print("drift / (q V0 sin(qX)/(eB)): q Rc, orbit, J0")
for z in (jn_zeros(0, 1)[0], jn_zeros(1, 1)[0], 8.0):
    drift, X_shift = orbit_drift(z, 1e-3)
    assert abs(drift - jv(0, z)) < 0.01
    assert abs(X_shift) < 1e-6
    print(f"  {z:.4f}  {drift:.4f}  {jv(0, z):.4f}")

# Repeated collisions in the clean limit
z, ql_clean, eta_small = jn_zeros(1, 1)[0], 400.0, 1e-3
scale = (eta_small * ql_clean / 2)**2
clean = boltzmann_delta(z, ql_clean, eta_small) / scale
one_flight = jv(0, z)**2
all_flights = one_flight / (1 - one_flight)
assert abs(clean / all_flights - 1) < 0.01
assert abs(clean / one_flight - 1) > 0.10
print(f"clean limit, q Rc {z:.4f}, omega_c tau {ql_clean/z:.1f}:")
print(f"  Delta/prefactor: Boltzmann {clean:.5f}")
print(f"  all flights {all_flights:.5f}, one flight {one_flight:.5f}")

# Strong damping, where many cyclotron harmonics contribute
for z, ql_low in ((3.0, 6.0), (5.0, 5.0)):
    full = boltzmann_delta(z, ql_low, 0.01)
    law = formula_delta(z, ql_low, 0.01)
    assert abs(full / law - 1) < 0.01
    print(f"omega_c tau {ql_low/z:.1f}, q Rc {z:.1f}: Delta Boltzmann "
          f"{full:.4e}, formula {law:.4e}")

# Positions of the minima, found from the full Boltzmann solution
print("minima: n, (2Rc/a): rule, J0 zero, Boltzmann; B rule, B Boltz. (T)")
for n in range(1, 5):
    rule = n - 0.25
    found = minimize_scalar(
        lambda u: boltzmann_delta(np.pi * u, ql, eta, kmax=2, pmax=36),
        bounds=(rule - 0.2, rule + 0.2), method="bounded",
        options={"xatol": 1e-4})
    assert abs(found.x - rule) < 0.02
    B_rule, B_found = (2 * hbar * kF / (e * period * u)
                       for u in (rule, found.x))
    print(f"  {n}  {rule:.4f}  {jn_zeros(0, n)[-1]/np.pi:.4f}  "
          f"{found.x:.4f}  {B_rule:.4f}  {B_found:.4f}")
    print(f"     Delta at minimum {found.fun:.5f}, "
          f"omega_c tau {ql/(np.pi*found.x):.1f}")

# Maxima: successive approximations against the full solution
print("maxima: B (T), 2Rc/a, Delta: cosine law, J0^2/(1-J0^2), "
      "finite-s formula, Boltzmann")
for z in jn_zeros(1, 3):
    Rc = z / q
    cosine = eta**2 * mfp**2 / (period * Rc) * np.cos(z - np.pi / 4)**2
    J2 = jv(0, z)**2
    ladder = (eta * ql / 2)**2 * J2 / (1 - J2)
    finite = formula_delta(z, ql, eta)
    full = boltzmann_delta(z, ql, eta)
    assert abs(finite / full - 1) < 0.05
    assert abs(cosine / ((eta * ql / 2)**2 * J2) - 1) < 0.03
    print(f"  {hbar*kF/(e*Rc):.4f}  {z/np.pi:.4f}  {cosine:.4f}  "
          f"{ladder:.4f}  {finite:.4f}  {full:.4f}")
finer = boltzmann_delta(z, ql, eta, kmax=4, pmax=60)
assert abs(finer / full - 1) < 1e-3

# Chain from drift speed to resistance at the first of these maxima
z = jn_zeros(1, 1)[0]
Rc = z / q
B = hbar * kF / (e * Rc)
s = e * B / mass * tau
drift_speed = q * V0 / (e * B) * abs(jv(0, z))
D_drift = tau * drift_speed**2 / 2 / (1 - jv(0, z)**2)
D0 = vF**2 * tau / 2
delta = s**2 * D_drift / D0
tensor = boltzmann_resistivity(z, ql, eta)
assert abs(delta / (tensor[0, 0] - 1) - 1) < 0.05
assert abs(tensor[1, 1] - 1) < 1e-5
assert abs(tensor[0, 1] / s - 1) < 1e-5
assert abs(tensor[1, 0] / s + 1) < 1e-5
print(f"first maximum: B {B:.4f} T, Rc {Rc*1e9:.1f} nm, omega_c tau {s:.2f}")
print(f"  peak drift speed {drift_speed:.1f} m/s")
print(f"  D_drift {D_drift:.5f} m^2/s, D0 {D0:.4f} m^2/s")
print(f"  D0/s^2 {D0/s**2:.5f} m^2/s")
print(f"  Delta from drift {delta:.4f}, added rho_xx {delta*rho0:.3f} ohm")
print(f"  Boltzmann rho_yy/rho_0 {tensor[1, 1]:.6f}, "
      f"rho_xy/(s rho_0) {tensor[0, 1]/s:.6f}")

# Limits of validity: channelling and energy sensitivity of the two phases
qR4 = np.pi * 3.75
print(f"channelling parameter eta q Rc/2 at n = 4: {eta*qR4/2:.4f}")
assert eta * qR4 / 2 < 0.2
omega_c = e * B / mass
h = 1e-4 * EF


def weiss_phase(E):
    return 2 * q * np.sqrt(2 * E / mass) / omega_c


def quantum_phase(E):
    return 2 * np.pi * E / (hbar * omega_c)


ratio = ((quantum_phase(EF + h) - quantum_phase(EF - h))
         / (weiss_phase(EF + h) - weiss_phase(EF - h)))
assert abs(ratio / (kF * period / 2) - 1) < 1e-5
print(f"energy sensitivity, quantum/Weiss phase: {ratio:.2f}")
print(f"cyclotron quantum at first maximum {hbar*omega_c/e*1e3:.4f} meV")
print("tests ok")
```

Output:

```
mass 0.07 m_e, density 3.0e+15 m^-2
period a 300 nm, mean free path 6000 nm
V0 0.20 meV, EF 10.259 meV, eta 0.01949
kF 0.1373 nm^-1, vF 2.2706e+05 m/s, tau 26.42 ps
rho_0 31.335 ohm, q l 125.66
prefactor (eta q l/2)^2 1.5003
drift / (q V0 sin(qX)/(eB)): q Rc, orbit, J0
  2.4048  -0.0007  0.0000
  3.8317  -0.4024  -0.4028
  8.0000  0.1718  0.1717
clean limit, q Rc 3.8317, omega_c tau 104.4:
  Delta/prefactor: Boltzmann 0.19364
  all flights 0.19362, one flight 0.16222
omega_c tau 2.0, q Rc 3.0: Delta Boltzmann 1.5529e-04, formula 1.5528e-04
omega_c tau 1.0, q Rc 5.0: Delta Boltzmann 1.4724e-04, formula 1.4722e-04
minima: n, (2Rc/a): rule, J0 zero, Boltzmann; B rule, B Boltz. (T)
  1  0.7500  0.7655  0.7654  0.8033  0.7871
     Delta at minimum 0.00043, omega_c tau 52.3
  2  1.7500  1.7571  1.7567  0.3443  0.3429
     Delta at minimum 0.00097, omega_c tau 22.8
  3  2.7500  2.7546  2.7535  0.2191  0.2188
     Delta at minimum 0.00151, omega_c tau 14.5
  4  3.7500  3.7534  3.7515  0.1607  0.1606
     Delta at minimum 0.00206, omega_c tau 10.7
maxima: B (T), 2Rc/a, Delta: cosine law, J0^2/(1-J0^2), finite-s formula, Boltzmann
  0.4939  1.2197  0.2470  0.2905  0.2907  0.2908
  0.2698  2.2331  0.1358  0.1485  0.1489  0.1489
  0.1860  3.2383  0.0938  0.0998  0.1003  0.1003
first maximum: B 0.4939 T, Rc 183.0 nm, omega_c tau 32.80
  peak drift speed 3415.5 m/s
  D_drift 0.00018 m^2/s, D0 0.6812 m^2/s
  D0/s^2 0.00063 m^2/s
  Delta from drift 0.2905, added rho_xx 9.102 ohm
  Boltzmann rho_yy/rho_0 1.000000, rho_xy/(s rho_0) 1.000000
channelling parameter eta q Rc/2 at n = 4: 0.1148
energy sensitivity, quantum/Weiss phase: 20.59
cyclotron quantum at first maximum 0.8169 meV
tests ok
```
